# Ion-Assisted Etch Rate as Neutral and Ion Resistances in Series

## Definitions and conventions

A flat surface of a solid receives two steady fluxes: neutral reactant atoms, $J_n$, and ions, $J_i$. Both are numbers of particles arriving per unit area and time at the surface itself. The solid contains $N$ atoms per unit volume. Its surface offers $\sigma$ adsorption sites per unit area, each holding at most one reactant atom, and $\theta$ is the mean fraction of sites filled.

A neutral that meets an empty site sticks with probability $s$; one that meets a filled site is reflected. Ions remove substrate atoms together with adsorbed reactant. On a fully covered surface one ion removes on average $Y$ substrate atoms, and each of these takes $x$ reactant atoms with it. The etch rate $R$ is the speed at which the surface recedes, counted positive into the solid.

The model further assumes that:

- a site that loses its reactant is immediately available again, so that $\sigma$ stays constant as the solid recedes;
- reactant leaves only by etching, and bare substrate is not sputtered;
- removed material does not return;
- $s$, $Y$ and $x$ do not depend on the fluxes or on $\theta$.

Some of these restrictions are relaxed below, to see which of them the result needs.

## The reactant balance

Neutrals are taken up at the rate $sJ_n(1-\theta)$ per unit area, because a fraction $1-\theta$ of them meets an empty site. Ions remove $YJ_i\theta$ substrate atoms per unit area and time, and therefore $xYJ_i\theta$ reactant atoms. The stored reactant is $\sigma\theta$ per unit area, so

$$\sigma\frac{d\theta}{dt}=sJ_n(1-\theta)-xYJ_i\theta. \tag{1}$$

The removal term is linear in $\theta$. This may look like a mean-field approximation, since an ion disturbs several neighbouring sites at once and leaves their occupations correlated. A microscopic picture shows that correlations need not matter. Let each ion land at random and empty a patch of $m$ sites, every $x$ released reactant atoms carrying off one substrate atom. A given site belongs to $m$ possible patches, so it is cleared at the rate $mJ_i/\sigma$. If $P$ is the probability that this site is filled, then

$$\frac{dP}{dt}=\frac{sJ_n}{\sigma}(1-P)-\frac{mJ_i}{\sigma}P. \tag{2}$$

No joint probability of two sites appears, because arrivals do not depend on the state of the surface and the fate of one site does not depend on its neighbours. Averaging (2) over sites replaces $P$ by $\theta$. The result is (1) with $m=xY$. In this picture the mean coverage obeys (1) without any assumption of independent sites; correlations affect the fluctuations about the mean.

## The steady etch rate

Setting $d\theta/dt=0$ in (1) and calling the solution $\theta_s$ gives

$$sJ_n(1-\theta_s)=xYJ_i\theta_s. \tag{3}$$

Moving the terms with $\theta_s$ to one side, $sJ_n=(sJ_n+xYJ_i)\theta_s$, so

$$\theta_s=\frac{sJ_n}{sJ_n+xYJ_i}. \tag{4}$$

The surface loses $YJ_i\theta_s$ substrate atoms per unit area and time. A surface receding at speed $R$ loses $NR$. Equating the two and inserting (4),

$$NR=YJ_i\theta_s=\frac{YJ_i\,sJ_n}{sJ_n+xYJ_i}. \tag{5}$$

Now invert (5) and divide the numerator term by term:

$$\frac1R=N\,\frac{sJ_n+xYJ_i}{YJ_i\,sJ_n}
=\frac{N}{YJ_i}+\frac{Nx}{sJ_n}. \tag{6}$$

The two terms are the ion-supply and the neutral-supply resistance,

$$\rho_i=\frac{N}{YJ_i},\qquad \rho_n=\frac{Nx}{sJ_n},\qquad \frac1R=\rho_i+\rho_n. \tag{7}$$

The site density has cancelled. The reason for the series form can be read from the history of one site. An empty site waits on average $\sigma/(sJ_n)$ to be filled, and a filled site waits on average $\sigma/(xYJ_i)$ to be emptied. The two waits follow one another, so their means add. Each completed cycle releases one reactant atom and thus $1/x$ substrate atoms. With $\sigma$ sites per unit area,

$$NR=\frac{\sigma}{x}\left[\frac{\sigma}{sJ_n}+\frac{\sigma}{xYJ_i}\right]^{-1}, \tag{8}$$

which is (6) again. Resistances add because filling and emptying are successive steps of one cycle.

## Limits and control of the rate

Let $R_i=1/\rho_i$ and $R_n=1/\rho_n$. These are the rates that would hold if the other supply were unlimited. Equation (7) becomes

$$R=\frac{R_iR_n}{R_i+R_n}. \tag{9}$$

If neutrals are abundant, $sJ_n\gg xYJ_i$, the surface is nearly full and $R\to YJ_i/N$. If ions are abundant, the surface is nearly bare and $R\to sJ_n/(xN)$: almost every reactant atom that can stick is soon used.

Between these limits, divide (9) by the smaller of the two rates. The quotient is the larger rate divided by the sum of both, which lies between $1/2$ and $1$. Hence

$$\tfrac12\min(R_i,R_n)\le R<\min(R_i,R_n). \tag{10}$$

The lower bound is reached at the crossover $R_i=R_n$, that is $sJ_n=xYJ_i$, where (4) gives $\theta_s=1/2$. Taking the smaller limit as the rate thus overestimates the true rate by at most a factor of two, and the overestimate is worst at the crossover.

The response to small changes follows from $\ln R=-\ln(\rho_i+\rho_n)$. Since $\rho_n\propto 1/J_n$, we have $\partial\rho_n/\partial\ln J_n=-\rho_n$, and likewise for the ions. Therefore

$$\frac{\partial\ln R}{\partial\ln J_n}=\frac{\rho_n}{\rho_i+\rho_n},\qquad
\frac{\partial\ln R}{\partial\ln J_i}=\frac{\rho_i}{\rho_i+\rho_n}. \tag{11}$$

The second share equals $\rho_iR=(N/YJ_i)(YJ_i\theta_s/N)=\theta_s$ by (5). The first is then $1-\theta_s$. The coverage is thus also the fraction of control held by the ions: a nearly full surface responds to ions, a nearly bare one to neutrals. The shares add to one, as they must, because multiplying both fluxes by a common factor multiplies $R$ by that factor.

## Approach to the steady state

Starting from a clean surface, $\theta(0)=0$, the solution of the linear equation (1) is

$$\theta(t)=\theta_s\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{\sigma}{sJ_n+xYJ_i}. \tag{12}$$

The etched depth is the time integral of $YJ_i\theta/N$. With $YJ_i\theta_s/N=R$,

$$h(t)=R\int_0^t\left(1-e^{-t'/\tau}\right)dt'=R\left[t-\tau\left(1-e^{-t/\tau}\right)\right]. \tag{13}$$

At late times the depth lags behind $Rt$ by $R\tau$. To express this lag by the coverage, note from (4) that $1-\theta_s=xYJ_i/(sJ_n+xYJ_i)$, so $YJ_i\tau=\sigma(1-\theta_s)/x$. Then

$$R\tau=\frac{YJ_i\theta_s\tau}{N}=\frac{\sigma}{xN}\,\theta_s(1-\theta_s)\le\frac{\sigma}{4xN}. \tag{14}$$

The length $\sigma/N$ is the thickness of solid that holds one substrate atom per site. The start-up loss is at most $1/(4x)$ of it. The steady formula may also be used for slowly changing fluxes, provided they change little during a time $\tau$.

## Separated supplies

In atomic-layer etching the two fluxes act in turn. Let neutrals alone arrive for a time $t_n$ and then ions alone for a time $t_i$, repeatedly. Equation (1) with one flux switched off shows that the empty fraction shrinks by the factor $a$ in the first step and the filled fraction by the factor $b$ in the second:

$$a=e^{-sJ_nt_n/\sigma},\qquad b=e^{-xYJ_it_i/\sigma}. \tag{15}$$

Let $\theta_+$ be the coverage after the neutral step in the repeating cycle. The ion step leaves $b\theta_+$, and the next neutral step must restore $\theta_+$, so $1-\theta_+=a(1-b\theta_+)$. Solving, $\theta_+=(1-a)/(1-ab)$. The ion step releases $\sigma\theta_+(1-b)$ reactant atoms per unit area, and the depth per cycle is

$$d=\frac{\sigma}{xN}\,\frac{(1-a)(1-b)}{1-ab}. \tag{16}$$

Because $(1-a)+(1-b)-(1-a)(1-b)=1-ab$, the inverse is

$$\frac1d=\frac{xN}{\sigma}\left[\frac1{1-a}+\frac1{1-b}-1\right]. \tag{17}$$

It is again a function of the neutral dose plus a function of the ion dose. For long steps $a,b\to0$ and $d\to\sigma/(xN)$, which no longer depends on either flux: the cycle is self-limiting. This requires that ions do not sputter bare substrate; if they do, the depth keeps growing with the ion dose. The value $\sigma/(xN)$, like the bound (14), belongs to a model that stores reactant in a single layer of sites; it does not carry over to a real surface where reactant is also stored below the top layer. For short steps, $1/(1-e^{-u})=1/u+1/2+O(u)$. The two halves cancel the $-1$, leaving

$$\frac1d\simeq\frac{xN}{sJ_nt_n}+\frac{N}{YJ_it_i}. \tag{18}$$

This is (6) with fluxes replaced by doses and rate by depth per cycle. The series law and the self-limited cycle are thus two limits of the same surface balance.

## Which assumptions does additivity need?

Suppose $1/R=f(J_n)+g(J_i)$ for some functions $f$ and $g$. Then the mixed difference

$$\Delta=\frac1{R(J_n,J_i)}+\frac1{R(2J_n,2J_i)}-\frac1{R(2J_n,J_i)}-\frac1{R(J_n,2J_i)} \tag{19}$$

vanishes, since every $f$ and every $g$ occurs once with each sign. A single nonzero value of $\Delta$ therefore disproves additivity.

**Thermal removal of the covered layer.** Let substrate atoms also leave without ions, at the rate $K\theta$ per unit area, each taking $x$ reactant atoms. Then $YJ_i$ is replaced by $YJ_i+K$ in both balances, and the steps from (3) to (6) give

$$\frac1R=\frac{N}{YJ_i+K}+\frac{Nx}{sJ_n}. \tag{20}$$

Additivity survives. Ions and heat are parallel ways of emptying a site, and together they form one resistance in series with the neutral supply.

**Desorption without etching.** Let reactant also leave at the rate $D\theta$ per unit area without taking substrate. The denominator of (4) becomes $sJ_n+xYJ_i+D$, while $NR=YJ_i\theta_s$ is unchanged, so

$$\frac1R=\frac{N}{YJ_i}+\frac{Nx}{sJ_n}+\frac{ND}{sJ_n\,YJ_i}. \tag{21}$$

The last term contains the product of both fluxes. It is negligible when $D$ is small compared with $sJ_n+xYJ_i$.

**Sputtering of bare substrate.** Let an ion remove $Y_0$ substrate atoms from an empty surface, with $0<Y_0<Y$. This consumes no reactant, so (4) still holds, but

$$NR=J_i\left[Y\theta_s+Y_0(1-\theta_s)\right]. \tag{22}$$

Without neutrals $1/R=N/(Y_0J_i)$; with unlimited neutrals $1/R=N/(YJ_i)$. If $1/R$ were additive, the difference between these two values could not depend on $J_i$, but it does. Here the neutral-supply limit fails outright: as $J_n\to0$ the rate tends to $Y_0J_i/N$, not to zero.

**Adsorption that needs two empty sites.** Assume that adsorbed atoms hop between sites fast enough to keep neighbouring occupations independent, so that two neighbouring sites are both empty with probability $(1-\theta)^2$. Without such mixing, correlations would change the mean coverage here, because the uptake depends on two sites jointly. Replace $1-\theta$ in the uptake by $(1-\theta)^2$, with $s$ now the number of reactant atoms taken up per arriving particle on an empty surface. With $r=sJ_n/(xYJ_i)$ the steady balance is $r(1-\theta_s)^2=\theta_s$. Put $u=1/\theta_s-1$ and divide by $\theta_s^2$, which gives $ru^2=1+u$. The positive root is $u=[1+\sqrt{1+4r}\,]/(2r)$. Since $1/R=N(1+u)/(YJ_i)$,

$$\frac1R=\frac{N}{YJ_i}+\frac{Nx}{2sJ_n}\left[1+\sqrt{1+\frac{4sJ_n}{xYJ_i}}\,\right]. \tag{23}$$

The square root couples the fluxes. For abundant ions it tends to one and the neutral-supply limit of (6) returns, because on a nearly bare surface a second empty site is easily found.

## Worked example: bromine atoms on a model solid

Br atoms have a partial pressure $p=0.02$ Pa at $T=400$ K. The substrate is a model solid with $N=5\times10^{22}$ cm$^{-3}$, $\sigma=10^{15}$ cm$^{-2}$, $x=2$, $s=0.2$ and $Y=1.5$. Singly charged ions carry a current density $j=0.5$ mA/cm$^2$.

For an isotropic Maxwellian gas of density $p/k_BT$ and atomic mass $M$, the flux onto an open flat surface is the density times the integral of the normal velocity $v$, weighted with its distribution, over velocities directed towards the surface ($v>0$). The distribution is normalised over both directions, so the half of the atoms that move away is counted in the density but adds nothing to the integral:

$$J_n=\frac{p}{k_BT}\int_0^\infty v\sqrt{\frac{M}{2\pi k_BT}}\,e^{-Mv^2/2k_BT}dv=\frac{p}{\sqrt{2\pi Mk_BT}}. \tag{24}$$

The integral equals $\sqrt{k_BT/2\pi M}$, because $\int_0^\infty v\,e^{-Mv^2/2k_BT}dv=k_BT/M$. With $M=79.904$ u this gives $J_n=2.95\times10^{16}$ cm$^{-2}$ s$^{-1}$. The ion flux is $J_i=j/e=3.12\times10^{15}$ cm$^{-2}$ s$^{-1}$. About nine neutrals arrive per ion, but this does not make the surface full. What counts is $sJ_n=5.895\times10^{15}$ against $xYJ_i=9.362\times10^{15}$ cm$^{-2}$ s$^{-1}$, so that

$$\theta_s=\frac{5.895}{5.895+9.362}=0.386. \tag{25}$$

Since 1 cm/s is $6\times10^8$ nm/min, the resistances are

$$\rho_i=\frac{5\times10^{22}}{1.5\times3.12\times10^{15}\times6\times10^8}=0.0178\ \text{min/nm}, \tag{26}$$

$$\rho_n=\frac{5\times10^{22}\times2}{5.895\times10^{15}\times6\times10^8}=0.0283\ \text{min/nm}. \tag{27}$$

Their sum is 0.0461 min/nm, and $R=21.7$ nm/min, or 0.362 nm/s. The separate limits are $R_i=56.2$ and $R_n=35.4$ nm/min. The rate is well below both, as (10) allows. Direct time integration of (1) gives the same steady rate.

Neutrals hold 61 % of the control and ions 39 %. Doubling the neutral flux halves $\rho_n$ and raises the rate to 31.3 nm/min, a gain of 44 %. Doubling the ion flux gives 26.9 nm/min, a gain of 24 %. Doubling both gives 43.4 nm/min, twice the original rate. The crossover lies at a Br pressure of $0.02\times9.362/5.895=0.0318$ Pa, where the rate is 28.1 nm/min, half of $R_i$.

The relaxation time is $\tau=10^{15}/(1.526\times10^{16})$ s, or 66 ms. The start-up loss (14) is 0.024 nm, far less than the depth etched in one second.

The extensions change the rate noticeably at these fluxes. Thermal removal with $K=2\times10^{15}$ cm$^{-2}$ s$^{-1}$ raises it to 24.5 nm/min, and $\Delta$ remains zero to numerical accuracy. Desorption with $D$ of the same size adds 0.0060 min/nm and lowers the rate to 19.2 nm/min. Relative to the first term of (19), $\Delta$ is then 0.029; it is 0.062 for bare sputtering with $Y_0=0.3$ and 0.020 for two-site adsorption. These values are small. If the four measured rates have independent random errors of equal relative size, $\Delta$ exceeds twice its standard error only when each rate is known to about 1 % for desorption, 2 % for bare sputtering and 0.6 % for two-site adsorption.

## Reading the law from data

Multiplying (6) by $J_i/N$ gives the inverse number of substrate atoms removed per ion, $y=NR/J_i$:

$$\frac1y=\frac1Y+\frac{x}{s}\,\frac{J_i}{J_n}. \tag{28}$$

Plotted against $J_i/J_n$, this is a straight line with intercept $1/Y$ and slope $x/s$. The slope alone cannot separate $s$ from $x$; the composition of the product must be known.

A lattice simulation tests (28) without using the coverage equation. Neutrals and ions arrive at random on a ring of sites, and each ion clears three neighbouring sites, which corresponds to $m=xY=3$. For $J_n/J_i=5$, 10, 20 and 40 it gives $y=0.375$, 0.599, 0.856 and 1.093, against 0.375, 0.600, 0.857 and 1.091 from (28). The differences are below 0.2 % of the predicted values, which is about the statistical error of each simulated point. A line through the four inverse yields returns $Y=1.50$ and $s=0.200$ when $x=2$ is supplied, in agreement with the values put in. Clearing whole patches does correlate neighbouring sites, but, as (2) requires, it leaves the mean rate unchanged. The numerical output lists these values with the others used here.

A straight line in such a plot supports the series law over the range measured, but does not prove every assumption behind it. By (20), thermal removal also gives a straight line in $1/J_n$ at fixed $J_i$, with intercept $N/(YJ_i+K)$ for $1/R$. So does desorption, by (21), with a slope that now depends on $J_i$. Varying both fluxes separates the cases: in the basic model the slope of $1/R$ against $1/J_n$ is the same at every ion flux, and the intercept is proportional to $1/J_i$. Thermal removal breaks the second property, and desorption breaks the first. Bare sputtering and two-site adsorption bend the line, but only weakly over a limited range. With the parameters above and $J_n/J_i$ from 5 to 40, two-site adsorption stays within 3 % of a fitted line that returns $Y\approx1.0$ instead of 1.5, and bare sputtering stays within 5 % of one that returns $s\approx0.44$ instead of 0.2. A nearly straight plot therefore does not by itself make the fitted $Y$ and $s$ reliable.

## Values computed for the example and the checks

```
Br partial pressure: 0.02 Pa
gas temperature: 400 K
Br atomic mass: 79.904 u
ion current density: 0.5 mA/cm^2
substrate atomic density N: 5.0e+22 cm^-3
site density: 1.0e+15 cm^-2
sticking s: 0.2, reactants per atom x: 2, yield Y: 1.5
neutral flux Jn: 2.9475e+16 cm^-2 s^-1
ion flux Ji: 3.1208e+15 cm^-2 s^-1
flux ratio Jn/Ji: 9.445
reactant uptake on empty surface s*Jn: 5.8951e+15 cm^-2 s^-1
reactant removal at full cover x*Y*Ji: 9.3623e+15 cm^-2 s^-1
ion-supply resistance: 0.01780 min/nm
neutral-supply resistance: 0.02827 min/nm
total resistance: 0.04607 min/nm
ion-limited rate: 56.17 nm/min
neutral-limited rate: 35.37 nm/min
etch rate, formula: 21.704 nm/min = 0.3617 nm/s
etch rate, time integration: 21.704 nm/min
steady coverage: 0.3864
substrate atoms removed per ion: 0.5796
net uptake probability s*(1-theta): 0.1227
neutral control share, numerical: 0.6136
ion control share, numerical: 0.3864
relaxation time: 65.54 ms
start-up depth loss, formula: 0.02371 nm
start-up depth loss, integration: 0.02371 nm
crossover Br pressure: 0.03176 Pa
rate at crossover: 28.09 nm/min
rate, neutral flux doubled: 31.31 nm/min
rate, ion flux doubled: 26.90 nm/min
rate, both doubled: 43.41 nm/min
lattice, Jn/Ji=5: 0.3749 atoms/ion; law 0.3750
lattice, Jn/Ji=10: 0.5991 atoms/ion; law 0.6000
lattice, Jn/Ji=20: 0.8558 atoms/ion; law 0.8571
lattice, Jn/Ji=40: 1.0928 atoms/ion; law 1.0909
from lattice line: Y = 1.500, s = 0.1998
thermal removal flux K: 2.0e+15 cm^-2 s^-1
desorption flux D: 2.0e+15 cm^-2 s^-1
bare-surface sputter yield: 0.3 atoms/ion
rate with thermal removal: 24.54 nm/min
rate with desorption: 19.19 nm/min
desorption cross term: 0.00604 min/nm
mixed difference, base model below 1e-9: True
mixed difference, thermal below 1e-9: True
relative mixed difference, desorption: 0.0290
relative mixed difference, bare sputtering: 0.0617
relative mixed difference, two-site adsorption: 0.0198
```
